# Sasaki–Shibuya transverse velocity in silicon for a field in (001)

## The problem

Lightly doped n-type silicon carries a uniform electric field $\mathbf F$ in its (001) plane, at an angle $\theta$ from [100]. The conduction electrons occupy three pairs of valleys, $i=x,y,z$. Each valley is a parabolic ellipsoid with mass $m_l$ along axis $i$ and the smaller mass $m_t$ across it. Define

$$\mathbf u=(\cos\theta,\sin\theta,0),\qquad \mathbf t=(-\sin\theta,\cos\theta,0),\qquad \mathbf F=F\mathbf u .$$

(a) Find the transverse drift velocity $v_\perp=\mathbf v\cdot\mathbf t$ in terms of the state of the valleys.

(b) Show that it vanishes for fields along [100] and [110].

(c) Evaluate it at 77 K, $F=2$ kV/cm and $\theta=22.5^\circ$.

The electron charge is $-e$, $\mathbf v$ is the electron velocity, and the pair populations satisfy $n_x+n_y+n_z=1$. The whole field vector is held fixed, so a transverse current may flow. Formulas are in SI form; numbers are in the units used for devices, with masses in free-electron masses $m_0$.

## A tempting solution

Give all electrons one momentum relaxation time $\tau$. A valley then has mobility $\mu_l=e\tau/m_l$ along its axis and $\mu_t=e\tau/m_t$ across it, and

$$v_x=-F\cos\theta\,[n_x\mu_l+(n_y+n_z)\mu_t],\qquad v_y=-F\sin\theta\,[n_y\mu_l+(n_x+n_z)\mu_t].$$

In $v_\perp=-v_x\sin\theta+v_y\cos\theta$ both terms carry $F\sin\theta\cos\theta$. The $n_z$ terms cancel, leaving

$$v_\perp=-\tfrac12F\sin2\theta\,(\mu_t-\mu_l)(n_x-n_y).$$

Along [100], $\sin2\theta=0$. Along [110], $n_x=n_y$ by symmetry. Both required zeros appear.

For part (c), take $n_x=0.497$ and $n_y=0.261$ from the valley balance worked out below, and $\tau=1.47$ ps, the mean of its $x$ and $y$ relaxation times. The result is $v_\perp=-1.80\times10^6$ cm/s.

## Where it fails

The fault is the common $\tau$. The populations differ because the field heats the valleys unequally, and the collision rate depends on electron energy. The heating that makes $n_x\ne n_y$ therefore also makes $\tau_x\ne\tau_y$.

The two zeros cannot expose this. The first comes from the factor $\sin2\theta$, and at the second the symmetry that equalizes the populations equalizes the relaxation times too. In the same valley balance that supplied the populations, keeping separate relaxation times gives $-2.52\times10^6$ cm/s, so the tempting formula misses 29% of that value. The balance is itself approximate, and its size is corrected below.

## The transverse velocity

Assume that every collision randomizes momentum over the ellipsoid of constant energy, and that an electron entering another valley also arrives with random direction on its ellipsoid. Within one valley put $w_j=p_j/\sqrt{m_j}$. Then

$$\varepsilon=\sum_j\frac{p_j^2}{2m_j}=\frac{w^2}{2},\qquad \dot w_j=-\frac{eF_j}{\sqrt{m_j}} .$$

In these variables the energy and the collisions are isotropic. The one preferred direction is that of the scaled field $F_j^*=F_j/\sqrt{m_j}$. The steady state is thus symmetric about $\mathbf F^*$, and $\langle\mathbf w\rangle$ is parallel to it. Returning to momentum, $\langle p_j\rangle=\sqrt{m_j}\langle w_j\rangle\propto F_j$. Hence each valley has a scalar $\tau_i$, defined by

$$\langle\mathbf p\rangle_i=-e\tau_i\mathbf F,\qquad \mathbf v_i=-e\tau_iM_i^{-1}\mathbf F,$$

where $M_i$ is the mass tensor. No weak-field expansion has been made.

Let $\Delta=1/m_t-1/m_l>0$. The projections needed are

$$\mathbf t\cdot M_x^{-1}\mathbf u=-\frac{\sin\theta\cos\theta}{m_l}+\frac{\sin\theta\cos\theta}{m_t}=\tfrac12\Delta\sin2\theta,$$

$$\mathbf t\cdot M_y^{-1}\mathbf u=-\frac{\sin\theta\cos\theta}{m_t}+\frac{\sin\theta\cos\theta}{m_l}=-\tfrac12\Delta\sin2\theta,$$

and $\mathbf t\cdot M_z^{-1}\mathbf u=0$, because the $z$ valleys are isotropic in this plane. Summing $n_i\mathbf v_i\cdot\mathbf t$ gives the answer to (a):

$$\boxed{v_\perp=-\frac{eF}{2}\sin2\theta\left(\frac1{m_t}-\frac1{m_l}\right)(n_x\tau_x-n_y\tau_y)}$$

To separate the two causes, let $\bar\tau=(\tau_x+\tau_y)/2$ and $\bar n=(n_x+n_y)/2$. Expanding the products confirms that

$$n_x\tau_x-n_y\tau_y=\bar\tau(n_x-n_y)+\bar n(\tau_x-\tau_y).$$

The first term is the population effect, and the tempting solution kept it alone. That is correct if $\tau_x=\tau_y$, for instance if the total collision rate does not depend on energy. In the opposite case, $n_x=n_y$ with $\tau_x\neq\tau_y$, a transverse velocity remains.

## The two zeros

**Field along [100].** Here $\sin2\theta=0$. The populations are unequal, but each valley has a principal axis along the field, so no valley drifts sideways.

**Field along [110].** Now $\sin2\theta=1$, and the $x$ and $y$ valleys do drift sideways, in opposite directions. Reflection that exchanges $x$ and $y$ leaves the crystal and the field unchanged. For nondegenerate electrons at fixed field, with electron–electron collisions neglected, the Boltzmann equation is linear in the distribution, and the collisions connect all valleys, so the normalized steady state is unique. It must equal its own mirror image: $n_x=n_y$, $\tau_x=\tau_y$, and the two sideways drifts cancel. This proves (b).

## Sign and weak-heating limit

The power given to an electron in pair $i$ is $-e\mathbf F\cdot\mathbf v_i=e^2F^2g_i\tau_i$, with $g_i=\mathbf u\cdot M_i^{-1}\mathbf u$:

$$g_x=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t},\quad g_y=\frac{\sin^2\theta}{m_l}+\frac{\cos^2\theta}{m_t},\quad g_z=\frac1{m_t},$$

so that $g_x-g_y=-\Delta\cos2\theta$. For $0<\theta<45^\circ$ the $x$ pair presents its heavy mass more fully to the field and is heated less. If hotter electrons leave a valley faster and collide more often, as in the model below, then $n_x>n_y$ and $\tau_x>\tau_y$. Both parts of $v_\perp$ are then negative. Since $v_\parallel=\mathbf v\cdot\mathbf u$ is negative too, the current, opposite to $\mathbf v$, turns from the field towards [110]. Beyond [110] the roles of $x$ and $y$ are exchanged and $v_\perp$ changes sign.

For weak heating the changes of $n_i$ and $\tau_i$ are linear in the heating powers, and hence in $F^2g_i$. The valleys are equivalent at equilibrium, so the difference must have the form

$$n_x\tau_x-n_y\tau_y=-\kappa F^2(g_x-g_y)=\kappa F^2\Delta\cos2\theta,$$

with $\kappa$ independent of $\theta$ and $F$. With $\sin2\theta\cos2\theta=\frac12\sin4\theta$,

$$v_\perp=-\frac{e\kappa\Delta^2}{4}F^3\sin4\theta .$$

The effect is absent from Ohm's law and starts at third order in the field. In the Maxwellian model below at 300 K, raising the field from 0.2 to 0.4 kV/cm at $22.5^\circ$ multiplies $v_\perp$ by 7.95, close to 8. At 0.2 kV/cm the ratio of its values at $10^\circ$ and $22.5^\circ$ is 0.643, equal to $\sin40^\circ$ at this precision.

## A model for populations and relaxation times

Three kinds of collision are kept: elastic acoustic scattering, g phonons that carry an electron to the opposite valley of its own pair, and f phonons that carry it to the other pairs. The density of final states per valley and spin is $Vm_d^{3/2}\sqrt{\varepsilon'}/(\sqrt2\,\pi^2\hbar^3)$, with $m_d=(m_lm_t^2)^{1/3}$. The squared matrix element for a phonon of frequency $\omega$ and coupling $D$ is $\hbar D^2/(2\rho V\omega)$ times $N$ for absorption or $N+1$ for emission, where $N$ is the thermal phonon number. The golden rule with $Z$ final valleys gives

$$W(\varepsilon)=C\left[N\sqrt{\varepsilon+\hbar\omega}+(N+1)\sqrt{\varepsilon-\hbar\omega}\right],\quad C=\frac{ZD^2m_d^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega},$$

the second term being present for $\varepsilon>\hbar\omega$. For acoustic phonons, absorption and emission together have squared matrix element $\Xi^2k_BT_L/(\rho Vs^2)$ when $\hbar sq\ll k_BT_L$. Here $\Xi$ is the deformation potential, $s$ the sound speed and $T_L$ the lattice temperature. The same rule gives

$$W_{ac}=\frac{\sqrt2\,m_d^{3/2}\Xi^2k_BT_L}{\pi\hbar^4\rho s^2}\sqrt\varepsilon .$$

Now approximate the isotropic part of each distribution by a Maxwellian $\Phi_0$ of temperature $T_i$, with $\beta=1/k_BT_i$. To first order in the field, the anisotropic part obeys

$$-e\mathbf F^*\cdot\frac{\partial\Phi_0}{\partial\mathbf w}=-\frac{\Phi_1}{\tau(\varepsilon)},\qquad \Phi_1=-e\beta\tau(\varepsilon)(\mathbf F^*\cdot\mathbf w)\Phi_0,$$

where $1/\tau(\varepsilon)$ is the total collision rate. Averaging $\mathbf w$, with $w^2/3=2\varepsilon/3$ and $\langle\varepsilon\rangle=3/(2\beta)$, gives $\tau_i=\langle\varepsilon\tau(\varepsilon)\rangle/\langle\varepsilon\rangle$.

The f-transfer rate $\nu_i$ needs the integral

$$J_0=\int_0^\infty\!\sqrt{\varepsilon(\varepsilon+\hbar\omega)}\,e^{-\beta\varepsilon}d\varepsilon=\frac{\hbar\omega}{2\beta}e^zK_1(z),\qquad z=\frac{\beta\hbar\omega}2 .$$

It follows from $\varepsilon+\hbar\omega/2=(\hbar\omega/2)\cosh y$ and $K_1(z)=z\int_0^\infty\sinh^2y\,e^{-z\cosh y}dy$. Let $J_1=-dJ_0/d\beta$, which inserts a factor $\varepsilon$ in the integrand, and $a_k=2\beta^{3/2}J_k/\sqrt\pi$. In the emission integrals, measuring energy from $\hbar\omega$ produces the factor $e^{-\beta\hbar\omega}$. With $b=(N+1)e^{-\beta\hbar\omega}$, the transfer rate, the energy removed per unit time and the energy delivered to other pairs are

$$\nu=Ca_0(N+b),$$

$$L=C[Na_1+b(a_1+\hbar\omega a_0)],\qquad A=C[N(a_1+\hbar\omega a_0)+ba_1].$$

The g-phonon loss is $G=C_g\hbar\omega_ga_0(b-N)$, with all quantities taken for the g phonon.

Half the electrons leaving a pair enter each of the other two. In the steady state

$$n_i\nu_i=\tfrac12\sum_{j\ne i}n_j\nu_j=\tfrac12(S-n_i\nu_i),\qquad S=\sum_jn_j\nu_j,$$

so $n_i\nu_i=S/3$ for every pair and $n_i\propto1/\nu_i$. The temperatures follow from

$$n_i(e^2F^2g_i\tau_i-G_i-L_i)+\tfrac12\sum_{j\ne i}n_jA_j=0 .$$

## Numbers at 77 K

The rough parameters are $m_l=0.92$, $m_t=0.19$, $\rho=2.33$ g/cm³, $s=9\times10^5$ cm/s and $\Xi=9$ eV. The f phonon has 55 meV, $D=3\times10^8$ eV/cm and $Z=4$; the g phonon has 60 meV, $D=1.1\times10^9$ eV/cm and $Z=1$. At 2 kV/cm and $22.5^\circ$ the Maxwellian model gives:

| pair | $T_i$ (K) | $\nu_i$ (1/ps) | $n_i$ | $\tau_i$ (ps) |
|---|---:|---:|---:|---:|
| x | 229 | 0.103 | 0.497 | 1.651 |
| y | 293 | 0.197 | 0.261 | 1.287 |
| z | 302 | 0.212 | 0.242 | 1.242 |

Therefore $n_x\tau_x-n_y\tau_y=0.820-0.336\approx0.485$ ps, the difference being taken before rounding. With $\Delta=5.263-1.087=4.176\,m_0^{-1}$ and $eF/2m_0=1.759\times10^{16}$ m/s²,

$$v_\perp=-(1.759\times10^{16})(0.7071)(4.176)(0.485\times10^{-12})\ \text{m/s}\approx-2.52\times10^6\ \text{cm/s}.$$

The population part is $-1.80\times10^6$ cm/s and the relaxation-time part $-0.72\times10^6$ cm/s.

The angular dependence is no longer $\sin4\theta$, which would give equal values at $11.25^\circ$ and $33.75^\circ$. The model gives $-1.97\times10^6$ and $-1.63\times10^6$ cm/s. Dividing $v_\perp$ by $\sin2\theta\cos2\theta$ shows why: the magnitude of the quotient rises from $4.6$ to $5.6\times10^6$ cm/s between these angles as the field nears [100]. The difference $n_x\tau_x-n_y\tau_y$ thus grows faster than linearly with $\cos2\theta$.

The Maxwellian result must not be taken as the final answer to (c). The drift energy $\frac12e^2F^2g_i\tau_i^2$ should be small beside $\frac32k_BT_i$, but for the $y$ pair it is 27 meV against 38 meV. The first-order step has left its range.

A Monte Carlo solution of the Boltzmann equation with the same collisions avoids both the Maxwellian and the expansion. It followed 2500 electrons for each field direction through random flights and collisions, discarding the first 4000 flights of each electron and sampling the next 4000. Its results, with standard errors of sampling, are:

| $\theta$ | $v_\parallel$ ($10^6$ cm/s) | $v_\perp$ ($10^6$ cm/s) |
|---|---:|---:|
| 0° | −7.78 ± 0.02 | −0.01 ± 0.02 |
| 22.5° | −8.81 ± 0.02 | −1.30 ± 0.03 |
| 45° | −9.54 ± 0.01 | −0.01 ± 0.02 |

Both zeros hold within the sampling error. At [100] the populations are nevertheless 0.54, 0.23 and 0.23, so that zero does not come from equal populations. At $22.5^\circ$, inserting the sampled $n_i\tau_i$ into the boxed formula gives $-1.28\times10^6$ cm/s, in agreement with the directly sampled velocity. The relaxation times matter more here than in the Maxwellian model: in the Boltzmann solution their part is about 38% of $v_\perp$, against 29% there.

The answer to (c) for this collision model is therefore $v_\perp\approx-1.3\times10^6$ cm/s, or $-13$ km/s, with the current deflected by $8.4^\circ$. The Maxwellian value is 1.9 times too large in magnitude. Its deflection, $9.0^\circ$, is much closer because its $v_\parallel$ is too large by a similar factor, 1.8. The drift energy shows that the closure is inconsistent here; how much of the error is due to that, and how much to the assumed Maxwellian tail, has not been separated.

## Real silicon and a blocked transverse current

The model's ohmic mobility, $2.3\times10^4$ cm²/Vs, and its Monte Carlo drift velocity near $10^7$ cm/s have the rough size known for pure silicon at this temperature. Two effective phonons replace a richer spectrum, and this matters. Take instead f phonons of 19, 47 and 59 meV with $D=0.3$, 2 and 2, and g phonons of 12, 19 and 61 meV with $D=0.5$, 0.8 and 11, all $D$ in $10^8$ eV/cm. The Boltzmann equation then gives $v_\perp\approx-1.05\times10^6$ cm/s, about a fifth smaller in magnitude, and a deflection of $7.1^\circ$. Impurity and electron–electron scattering are absent, and their effects on $v_\perp$ have not been sized. Nor has the anisotropy of real acoustic and impurity scattering, which gives a valley different relaxation times along and across its axis, so that the scalar $\tau_i$ of the boxed formula is then only approximate. Acoustic energy exchange changes $v_\perp$ by about 1% in the Maxwellian model, and raises its magnitude by roughly 3 to 5% when the Boltzmann equation is solved without that assumption, the larger figures applying when the phonon wavevector is taken from the ellipsoidal masses instead of $m_d$. The condition $\hbar sq\ll k_BT_L$ used for the acoustic rate is not well met at 77 K, where for backscattering of an electron of mean energy the ratio is 0.7 across the valley axis and 1.6 along it (0.9 with $m_d$), but keeping the full phonon numbers in that rate lowers the magnitude of $v_\perp$ by only 2 to 3%. For a band $\varepsilon(1+\alpha\varepsilon)=\sum_jp_j^2/2m_j$, velocity at given momentum falls by the factor $1+2\alpha\varepsilon$, about 3% with $\alpha=0.5$ eV⁻¹ at the mean energy, which is 34 meV in the Maxwellian model and 33 meV in the Boltzmann solution. The larger density of final states also raises the collision rates, and together the two effects reduce the magnitude of $v_\perp$ by about 5%. At $10^{14}$ electrons per cm³ the ratio to the effective density of states is $3\times10^{-5}$, so degeneracy is negligible. The highest sampled energy, 0.23 eV, is far below the gap of roughly 1.1 eV, so impact ionization played no part. Temperature matters far more: at 300 K and the same field the Boltzmann equation with these collisions gives a deflection of only about $1^\circ$, rising to about $4^\circ$ at 10 kV/cm. The Maxwellian model gives $0.6^\circ$ and $3.8^\circ$.

A long bar with insulating sides breaks the fixed-field assumption. Charge gathers on the sides until the transverse current stops, so the current direction is prescribed and the field turns instead. The Monte Carlo state above, with total field 2 kV/cm at $22.5^\circ$, belongs to a bar cut at $22.5^\circ+8.4^\circ=30.9^\circ$. Its transverse velocity is zero, and the field across it has magnitude $2\sin8.4^\circ\approx0.29$ kV/cm, or about 2.9 V over a width of 100 µm.

For such a bar cut along [110], zero transverse field is one solution, but uniqueness at fixed field no longer settles the matter. Let $\varphi(\theta)=\theta+\delta(\theta)$ be the current angle, with $\delta=\arctan(v_\perp/v_\parallel)$. If $d\varphi/d\theta$ were negative at $45^\circ$, $\varphi$ would exceed $45^\circ$ just below that angle. Since $\varphi(0)=0$, it would have crossed $45^\circ$ earlier, giving a second state with unequal $x$ and $y$ valleys and a spontaneous transverse field. At 77 K and 2 kV/cm both the Maxwellian model and the Boltzmann equation with the same collisions give a slope of about $+0.5$, so no such state branches off nearby; a positive local slope does not exclude distant ones.

## Table of computed values

```
field 2.0 kV/cm, lattice 77 K, angle 22.5 deg
masses m_l, m_t, m_d: 0.92 0.19 0.3214 m0
density 2.33 g/cm3, sound speed 9.0e+05 cm/s
acoustic deformation potential 9.0 eV
f phonon 55 meV, coupling 3.0e+08 eV/cm
g phonon 60 meV, coupling 1.1e+09 eV/cm
ohmic mobility, model: 23144 cm2/Vs
MAXWELLIAN MODEL, valley pairs in order x y z
g_i: 1.6985 4.6516 5.2632 1/m0
temperatures: 229.2 292.5 301.9 K
f transfer rates: 0.1033 0.1967 0.2117 1/ps
populations: 0.4967 0.2609 0.2423
tau: 1.6514 1.2866 1.2421 ps
v_parallel: -1.5967e+07 cm/s
v_perp: -2.5172e+06 cm/s = -25.172 km/s
population part of v_perp: -1.7994e+06 cm/s
relaxation-time part: -7.1786e+05 cm/s
deflection of current: 8.959 deg
angle(deg)  n_x  n_y  n_z  v_perp(cm/s)
 0.00  0.5824 0.2088 0.2088  0.000e+00
11.25  0.5567 0.2237 0.2196  -1.969e+06
22.50  0.4967 0.2609 0.2423  -2.517e+06
33.75  0.4289 0.3097 0.2614  -1.629e+06
45.00  0.3657 0.3657 0.2685  0.000e+00
67.50  0.2609 0.4967 0.2423  2.517e+06
[110], asymmetric start: |v_perp/v_par| 3.7e-17
slope of current angle with field angle at [110]: 0.499
weak field, 300 K: v_perp(0.4)/v_perp(0.2 kV/cm) 7.953
weak field: v_perp(10 deg)/v_perp(22.5 deg) 0.6428
MONTE CARLO, value and standard error
0.0 deg populations: 0.5366 0.2303 0.2331
  v_parallel -7.779e+06 +- 2.4e+04 cm/s
  v_perp -6.781e+03 +- 2.3e+04 cm/s
22.5 deg populations: 0.4621 0.2756 0.2623
  v_parallel -8.809e+06 +- 1.8e+04 cm/s
  v_perp -1.298e+06 +- 3.0e+04 cm/s
45.0 deg populations: 0.3623 0.3587 0.2789
  v_parallel -9.538e+06 +- 1.4e+04 cm/s
  v_perp -1.175e+04 +- 1.7e+04 cm/s
v_perp from formula with sampled n*tau: -1.280e+06 cm/s
deflection at 22.5 deg: 8.38 deg
Maxwellian/Monte Carlo v_perp: 1.940
NEGLECTED EFFECTS
v_perp with acoustic energy loss: -2.5503e+06 cm/s
mean energy 34.0 meV
nonparabolicity 0.5 1/eV, 2*alpha*energy 0.034
density/effective density of states at 1e+14 cm-3: 2.8e-05
highest sampled energy: 0.233 eV
300 K, same field: v_perp -3.257e+04 cm/s, deflection 0.565 deg
300 K, 10 kV/cm: v_perp -6.554e+05 cm/s, deflection 3.849 deg
```
